# Flight length and impact area for ion ranges in amorphous targets

A Monte Carlo range calculation must decide, before each collision, how far the ion flies and how wide a disc supplies the impact parameter. Together these choices set the collision density and hence the depth of the implanted dopant. For an amorphous target with $N$ atoms per unit volume, a standard choice is

$$L=N^{-1/3},\qquad A=\pi p_m^2=N^{-2/3},\qquad p=p_m\sqrt u, \tag{1}$$

where $L$ is the flight length, $A$ the disc area, $p$ the impact parameter and $u$ a uniform random number in $(0,1)$. Each flight ends in one collision. The rule reproduces one partner per atomic volume $1/N$ on average. It does not reproduce the fluctuating number of partners, and it drops collisions with $p>p_m$.

## Why the mean is right

Assume that the target is statistically homogeneous and isotropic, and that the cylinder swept by a flight is placed independently of the atoms. The expected number of atoms in a volume element $dV$ is $N\,dV$. Adding these expectations over the cylinder gives

$$\langle n\rangle=\int_{AL}N\,dV=NAL=N\,N^{-2/3}N^{-1/3}=1 .$$

Expectations add even when atomic positions are correlated, so this does not require a random gas.

The annulus between $p$ and $p+dp$ holds $NL\,2\pi p\,dp$ atoms on average. Dividing by $NL\pi p_m^2=1$ gives the probability density

$$f(p)=\frac{2p}{p_m^2},\qquad \int_0^p f(p')\,dp'=\frac{p^2}{p_m^2}=u,$$

which yields $p=p_m\sqrt u$. The area is sampled uniformly, not $p$.

If a collision transfers energy $T(E,p)$ from an ion of energy $E$, the mean nuclear loss per length is

$$\frac{\langle T\rangle}{L}=\frac1{AL}\int_0^{p_m}T\,2\pi p\,dp
=N\int_0^{p_m}T\,2\pi p\,dp. \tag{2}$$

This is the nuclear stopping power restricted to the disc. The condition $AL=1/N$ fixes the prefactor; the separate choice of $A$ fixes the upper limit.

## What happens to fluctuations

In a random gas, $n$ has a Poisson distribution of mean 1, so

$$\langle n(n-1)\rangle=e^{-1}\sum_{n=2}^{\infty}\frac{n(n-1)}{n!}
=e^{-1}\sum_{n=2}^{\infty}\frac1{(n-2)!}=1.$$

Let $S$ be the summed transfer in one cylinder, with the ion's energy and direction held fixed. Its square has $n$ diagonal terms and $n(n-1)$ products of independent transfers:

$$\langle S^2\rangle=\langle n\rangle\langle T^2\rangle+\langle n(n-1)\rangle\langle T\rangle^2
=\langle T^2\rangle+\langle T\rangle^2 .$$

Subtracting $\langle S\rangle^2=\langle T\rangle^2$ leaves a variance $\langle T^2\rangle$. With one partner per flight, the variance is $\langle T^2\rangle-\langle T\rangle^2$. The rule therefore loses the fraction $\langle T\rangle^2/\langle T^2\rangle$ of the gas variance.

For the number of partners in one cylinder, an amorphous solid lies between these pictures, because atoms keep apart. As a model, 1728 atoms were placed one after another at random in a periodic cube of side $12L$, rejecting separations below $0.8L$. Among 60,000 randomly placed cylinders, the mean count was 1.00 and the variance 0.44. About 21% of the cylinders were empty, 60% held one atom and 19% held more. "One partner" is thus a mean, even in this structure.

## The collision

Let the ion have charge number $Z_1$ and mass $M_1$, and the partner, initially at rest, $Z_2$ and $M_2$. Write $C=e^2/(4\pi\varepsilon_0)$. The interaction is the ZBL universal potential $V=CZ_1Z_2\Phi(r/a)/r$, with

$$a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\Phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4028x}+0.02817e^{-0.2016x},$$

where $a_0$ is the Bohr radius. The energy of relative motion is $E_c=EM_2/(M_1+M_2)$. For initial speed $v$, conservation of angular momentum and energy gives

$$\dot\varphi=\frac{vp}{r^2},\qquad
\dot r^2=v^2\left(1-\frac{V}{E_c}-\frac{p^2}{r^2}\right).$$

The polar angle swept is twice the integral of $\dot\varphi/|\dot r|$ from the closest approach outwards. An undeflected path sweeps $\pi$. With $x=r/a$, $b=p/a$ and $\varepsilon=aE_c/(CZ_1Z_2)$, the centre-of-mass deflection is

$$\theta=\pi-2b\int_{x_0}^{\infty}\frac{dx}{x^2\sqrt{1-\Phi(x)/(\varepsilon x)-b^2/x^2}}, \tag{3}$$

where the root vanishes at $x_0$. Substitute $x=x_0/\cos\alpha$, so that $dx/x^2=\sin\alpha\,d\alpha/x_0$. The factor $\sin\alpha$ cancels the inverse-square-root singularity at $\alpha=0$, and a midpoint sum over $0<\alpha<\pi/2$ is suitable. The numbers below use 96 points and a table of $\ln[b\tan(\theta/2)]$, interpolated bilinearly in $\ln\varepsilon$ and $\sqrt b$.

The centre of mass moves at $V_c=M_1v/(M_1+M_2)$. In its frame the partner keeps speed $V_c$ and turns through $\theta$. Its laboratory velocity is the difference of two vectors of length $V_c$ at angle $\theta$, with magnitude $2V_c\sin(\theta/2)$. Hence

$$T=\tfrac12M_2\,4V_c^2\sin^2\frac\theta2
=\frac{4M_1M_2}{(M_1+M_2)^2}E\sin^2\frac\theta2 .$$

The ion has speed $M_2v/(M_1+M_2)$ in that frame. Adding $V_c$ gives laboratory components proportional to $\cos\theta+\kappa$ and $\sin\theta$, with $\kappa=M_1/M_2$. Its laboratory deflection $\psi$ therefore obeys

$$\cos\psi=\frac{\cos\theta+\kappa}{\sqrt{1+2\kappa\cos\theta+\kappa^2}} .$$

The cosine form retains backward scattering, which an ordinary arctangent can put in the wrong quadrant.

## Electronic drag

Between collisions the Lindhard–Scharff model gives, per target atom,

$$S_e=\frac{8\pi Ca_0Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_0},$$

where $v_0$ is the Bohr velocity. Since $v\propto\sqrt E$, averaging over species and multiplying by $N$ gives $dE/ds=-k\sqrt E$. Then $d\sqrt E/ds=-k/2$, and after a flight

$$\sqrt{E'}=\sqrt E-\frac{kL}{2}. \tag{4}$$

This integrates the drag without a step-size error. If the right side becomes negative, the ion has stopped during the flight.

## Pseudocode and cost

For a compound, $N$ counts all atoms and the partner's species is drawn by atomic fraction. Let $\mu$ be the cosine between the ion's direction and the inward surface normal.

```
L = N^(-1/3); p_m = L/sqrt(pi)
for each ion:
    E = E0; z = 0; mu = 1
    while E > E_cut:
        z = z + mu*L
        E = max(sqrt(E) - k*L/2, small)^2
        draw species by atomic fraction
        p = p_m*sqrt(random)
        T, c = collision(E, p, species)   # c = cos(psi)
        E = E - T
        phi = 2*pi*random
        mu = mu*c + sqrt((1-mu^2)*(1-c^2))*cos(phi)
        clip mu to [-1, 1]
    store z
```

The direction update projects two parts of the new unit vector on the normal: $\cos\psi$ along the old direction, and $\sin\psi$ across it at random azimuth $\phi$. Clipping removes rounding errors that would make $1-\mu^2$ negative. A tiny lower limit on $p$ avoids division by zero in the table lookup.

The work is proportional to the number of ions times the path length divided by $L$. Enlarging the disc fourfold at fixed $AL$ shortens the flight fourfold, so it costs about four times as many collisions.

## An equation for the mean depth

Let $X(E)$ be the mean final displacement along the initial direction in an infinite medium, with $X=0$ below the cutoff. The first flight contributes $L$. After the collision, isotropy makes the remaining mean displacement point along the new direction, with length $X(E'-T)$. Its projection on the old direction gives

$$X(E)=L+\langle\cos\psi\,X(E'-T)\rangle . \tag{5}$$

This gives the mean depth without random histories. For the numbers below, $X$ was interpolated linearly on 400 logarithmically spaced energies, the disc average used 160 Gauss–Legendre points, and the resulting linear system was solved.

The equation also separates the roles of $L$ and $A$. Without drag, $E'=E$. Moving the average to the left and dividing by $L$ gives

$$1=\frac1{AL}\int_0^{p_m}[X(E)-\cos\psi\,X(E-T)]2\pi p\,dp .$$

At fixed $AL=1/N$ the prefactor is $N$, and the flight length has disappeared. The mean depth then depends on the disc through its cutoff $p_m$ alone. With drag, let $G(E)=\langle\cos\psi\,X(E-T)\rangle$, where $T$ and $\psi$ belong to a collision at energy $E$. Equation (5) is then $X(E)=L+G(E')$. Since $E'\approx E-k\sqrt E\,L$, the first order in $L$ adds $k\sqrt E\,dG/dE$ to the right side. Differentiating $X(E)=L+G(E')$ and using $dE'/dE=\sqrt{E'/E}$ from equation (4) gives

$$\frac{dX}{dE}=\sqrt{\frac{E'}{E}}\;\frac{dG}{dE}\bigg|_{E'} .$$

When the drag loss in one flight is small compared with $E$, the two derivatives are nearly equal. The added term is then about $k\sqrt E\,dX/dE$, which does not contain $L$, so the separation holds approximately.

## Silicon in amorphous gallium arsenide

Consider 100 keV Si ions at normal incidence, a dose of $10^{13}\ \mathrm{cm^{-2}}$ and a cutoff of 50 eV. The amorphous density is an assumed input, $5.32\ \mathrm{g/cm^3}$, close to that of the crystal. With two atoms per formula mass of 144.645 g/mol,

$$N=\frac{2(5.32)(6.022\times10^{23})}{144.645}
=4.43\times10^{22}\ \mathrm{cm^{-3}}=44.3\ \mathrm{nm^{-3}} .$$

Thus $L=0.2826$ nm, $A=0.0799\ \mathrm{nm^2}$ and $p_m=0.1595$ nm. Their product $AL=0.0226\ \mathrm{nm^3}$ is the atomic volume.

At 100 keV, equation (2) gives a nuclear stopping of 342 eV/nm, and the drag is 353 eV/nm. One flight therefore costs about $342\times0.2826=97$ eV in nuclear loss on average and 100 eV in electronic loss. The nuclear part is a mean over mostly weak and a few violent collisions.

A simulation of 10,000 ions gives a mean depth of $94.7\pm0.5$ nm, where the uncertainty is one statistical standard error. Equation (5) gives 94.8 nm. The standard deviation of depth, or straggle, is 48.5 nm. Each ion makes 596 collisions on average, so its mean path is about $596\times0.2826=168$ nm. Scattering makes this much longer than the mean depth.

The fluctuation lost by the rule can be sized in two ways. At 1 keV, $\langle T\rangle=59$ eV and the standard deviation per flight is 134 eV, against 146 eV for a gas. The rule loses 16% of the gas variance there, but 0.4% at 100 keV, where rare close collisions dominate $\langle T^2\rangle$. For the hard-core structure at 1 keV, the sampled standard deviation is 134 eV, which differs from the rule's value by less than the sampling error, so in this model the rule is closer to the structured solid than the gas is. This compares single flights. Counts in neighbouring cylinders are anticorrelated, because an atom near the end of one keeps others out of the start of the next. Integrating the pair correlation of this structure along a straight track gives 135 eV for one flight, but about 131 eV per flight over twenty flights. That is slightly below the rule's value, so over a track the loss fluctuation of the solid does not lie between rule and gas, although the rule remains the closer of the two.

The mean and straggle of the final depths can also be compared with those for a gas. The probability that a gas has no atom in a cylinder of length $s$ is $e^{-NAs}=e^{-s/L}$. Drawing flights from the corresponding exponential distribution gives a mean depth of $94.5\pm0.5$ nm and a straggle of 48.7 nm. Neither differs significantly from the fixed-flight result.

## Changing one part at a time

The following mean depths come from equation (5), with the ion, target and drag coefficient held fixed.

| Sampling | 100 keV, nm | 1 keV, nm |
|---|---:|---:|
| Standard rule | 94.8 | 2.48 |
| Area $A/4$, flight $4L$ | 94.9 | 2.74 |
| Area $16A$, flight $L/16$ | 94.8 | 2.48 |

At 100 keV even the quarter-area disc hardly changes the mean. At 1 keV it increases the mean depth by about 10% relative to the standard rule. Distant collisions matter more at low energy, where a weak potential can still deflect the ion. The standard disc retains 99.9% of the nuclear stopping at 1 keV and 97% at 100 eV, relative to a disc of sixteen times its area. The condition $AL=1/N$ is therefore necessary for the correct collision density, but it does not guarantee an adequate disc.

Doubling the flight while keeping $A$ halves the collision density. The 100 keV mean depth rises to 152 nm, or 60% above the standard result.

Sampling $p=p_mu$ instead reduces it to 7.4 nm. The ratio of the wrong probability density to the correct one is

$$\frac{1/p_m}{2p/p_m^2}=\frac{p_m}{2p}.$$

At $p=0.0116$ nm, the screening length for Ga, close collisions are oversampled about sevenfold. The volume per flight is still correct, so checking $AL$ alone would not reveal this error.

## Failure modes and the real implant

The asymptotic paths do not generally meet in the plane of the partner. For hard spheres with contact distance $D$, $p=D\cos(\theta/2)$, and the ion turns a distance $\sqrt{D^2-p^2}=p\tan(\theta/2)=\tau$ before that plane. Shortening the incoming flight by $\tau$ and lengthening the next by $\tau$ adds $-\langle\tau(1-\cos\psi)\rangle$ to equation (5). With $\theta$ from the ZBL potential, this estimate leaves the 100 keV depth at 94.8 nm but lowers the 1 keV value by 1.4%. The hard-sphere form of $\tau$ is not exact for a soft potential; with the true intersection of the ZBL asymptotes the 1 keV shift is about 1.2%. At still lower energies, overlapping collisions also call the independent binary picture into question; this calculation does not size that effect.

For the 100 keV example, a 20% change in electronic stopping matters more than the turning-point shift or the disc sizes tried above. Lowering or raising it by 20% gives mean depths of 100.1 or 90.2 nm. These are trial changes, not an error estimate for the drag model. Doubling the cutoff energy leaves the mean at 94.8 nm.

The simulation uses an infinite medium. About 3.3% of the ions cross the surface plane at some time; in a real target they could escape, so the profile needs a surface condition. Most of these ions end at negative depth and are included in the mean of 94.7 nm and the straggle of 48.5 nm. Removing every ion that crosses the surface raises the mean of the retained ions by about 3 nm and lowers their straggle by about 3 nm, much more than the disc sizes or the turning-point shift. In 20 nm bins, the highest concentration is $7.7\times10^{17}\ \mathrm{cm^{-3}}$, between 100 and 120 nm. A Gaussian with the same dose and straggle would peak at $8.2\times10^{17}\ \mathrm{cm^{-3}}$. The neighbouring bin from 80 to 100 nm is only 2% lower than the highest, which is within the counting noise of about $0.2\times10^{17}\ \mathrm{cm^{-3}}$ per bin, so the bins place the maximum only somewhere between 80 and 120 nm.

Silicon is used as an n-type dopant in GaAs, and the energy and dose here are chosen for illustration. The peak is $1.7\times10^{-5}$ of the atomic density, so the dopant itself scarcely changes the target composition. The assumption most readily broken in a device wafer is amorphousness: a crystal can channel ions and produce a deeper tail. Its size depends on orientation and damage and cannot be obtained from this model. Annealing can also move the dopant, and the electrically active concentration can be below the implanted one. An uncertain amorphous density is easier to assess. When disc truncation is negligible, both nuclear and electronic stopping scale with $N$, so depths scale as $1/N$; a density 2% lower makes them about 2% larger.
